# Coherent bremsstrahlung in crystals: spectral edges, polarization and thermal motion, part 2

A fast electron crossing a crystal near a low-index axis radiates a photon. The rate is sought to first order in the static potential energy $U$. Atomic units are used, $\hbar=m=e=1$, $c=1/\alpha$. The electron has energy $E_0=\gamma c^2$, $p_0=E_0/c$ and momentum $\mathbf p$ along the beam; the photon has $k=xp_0$ and transverse polarization vector $\mathbf e$. The crystal takes momentum $\mathbf q$, with parts $q_l$ along and $\mathbf q_t$ across the beam, and $\mathbf P=\mathbf p-\mathbf q$. For spin-averaged squared amplitude $\overline{|\mathcal M|^2}$,

$$x\frac{dN}{dx\,dL}=\sum_{\mathbf q}|U_{\mathbf q}|^2R(\mathbf q),\qquad R=\frac{\alpha^3k}{8\pi p|\mathbf P|}\int_0^{2\pi}d\varphi\;\overline{|\mathcal M|^2}. \tag{1}$$

Energy conservation fixes the photon angle $\vartheta$ about $\mathbf P$. A program evaluates (1) as the exact reference. For reciprocal vectors $\mathbf g$ and independently vibrating atoms,

$$x\frac{dN}{dx\,dL}=\sum_{\mathbf g}|U_{\mathbf g}|^2R(\mathbf g)+n\int\frac{d^3q}{(2\pi)^3}\,v^2\big(1-e^{-q^2u^2}\big)R(\mathbf q),\qquad |U_{\mathbf g}|=\frac{4\pi(Z-F)|S|}{\Omega g^2}e^{-g^2u^2/2}. \tag{2}$$

Here $n$ is the atomic density, $\Omega$ the cell volume, $S=\sum_se^{i\mathbf g\cdot\mathbf r_s}$ over the cell, $F$ the form factor, $u^2$ the mean-square displacement per axis and $v=-4\pi(Z-F)/q^2$. At small angles,

$$R=\alpha^3p\,x(1-x)\big\langle4(1-x)(\mathbf e\cdot\mathbf A)^2+x^2(A^2+B^2)\big\rangle_\varphi, \tag{3}$$

$$\mathbf A=\frac{\boldsymbol\kappa_1}{D_1}-\frac{\boldsymbol\kappa_2}{D_2},\qquad B=xc\Big(\frac1{D_1}-\frac1{D_2}\Big),\qquad A^2+B^2=\frac{x^2q_t^2}{D_1D_2},$$

with $\boldsymbol\kappa_1=\boldsymbol\kappa_2+x\mathbf q_t$ the photon's transverse momentum relative to the emitting electron, $D_i=\kappa_i^2+x^2c^2$ and $D_1=x(1-x)(2pq_l-q^2)$.

Emission requires $q_l\ge\delta+q^2/2p$, $\delta=c^2x/[2p(1-x)]$, the lower face of the "pancake" of allowed $\mathbf q$. Let $y=x^2c^2/D_1=1/(1+\gamma^2\vartheta^2)$. In the dipole limit, $g^2\ll c^2$ and $g^2\ll2pg_l$, one has $y=\delta/g_l$ and, with $D=D_1$ and $\varphi,\chi$ the angles of $\boldsymbol\kappa=\boldsymbol\kappa_1$ and $\mathbf e$ from $\mathbf g_t$,

$$\mathbf e\cdot\mathbf A=\frac{xg_t}{D}\big[y\cos\chi-(1-y)\cos(2\varphi-\chi)\big].$$

This is now squared and averaged over $\varphi$. For the diamond-structure example treated later, adding independent-atom Bethe–Heitler rates gives $6.3\times10^{-10}$ Å$^{-1}$ near $x=0.43$.

The cross term averages to zero over $\varphi$, leaving $y^2\cos^2\chi+\frac12(1-y)^2=\frac12-y(1-y)+\frac12y^2\cos2\chi$. Also $A^2+B^2\to x^2g_t^2/D^2$. The bracket in (3) becomes $(xg_t/D)^2$ times $x^2+2(1-x)-4(1-x)y(1-y)+2(1-x)y^2\cos2\chi$, and $x^2+2(1-x)=1+(1-x)^2$. For the prefactor, $D=2pg_lx(1-x)$ gives $\alpha^3px(1-x)x^2g_t^2/D^2=\alpha^3xg_t^2/[4p(1-x)g_l^2]$, and $x/[p(1-x)]=2\delta/c^2$ makes this $\alpha^5g_t^2\delta/2g_l^2$. The coherent rate per linear polarization is

$$x\frac{dN_{\rm coh}}{dx\,dL}=\frac12\sum_{g_l\ge\delta}W_{\mathbf g}\Big\{1+(1-x)^2-4(1-x)y(1-y)+2(1-x)y^2\cos2\chi_{\mathbf g}\Big\},\qquad W_{\mathbf g}=\alpha^5|U_{\mathbf g}|^2\frac{g_t^2\,\delta}{g_l^2}. \tag{4}$$

After the azimuthal average the rate is even in $\mathbf g_t$, because a rotation by $\pi$ about the beam leaves a linear polarization unchanged, so the corrections start at $g^2/c^2$ and $g^2/2pg_l$. The program compares (4) with (1), for both the polarization sum and the difference, at four points $(x,y)$ and two values of $g_t$. With $g_t=4.94$ Å$^{-1}$ the exact polarization-summed rate relative to (4) differs by $2.5\times10^{-3}$ at $(0.3,0.9)$, $1.7\times10^{-4}$ at $(0.3,0.1)$, $2.9\times10^{-4}$ at $(0.6,0.5)$ and $-1.4\times10^{-4}$ at $(0.8,0.95)$. At the first point the difference falls by the factor 4.00 when $g_t$ is halved and is $2.6\times10^{-5}$ when $g_t$ is cut tenfold, as a $g_t^2$ correction should.

At the lower face $y=1$ the term of a given vector does not go to zero. As $x$ rises through $x_{\mathbf g}=2pg_l/(c^2+2pg_l)$ the polarization-summed rate drops by

$$\Delta_{\mathbf g}=\alpha^5|U_{\mathbf g}|^2\frac{g_t^2}{g_l}\big[1+(1-x_{\mathbf g})^2\big].$$

The step is finite because in (1) the delta function was used up by $\cos\vartheta$, whose weight is uniform up to $\cos\vartheta=1$, and the amplitude is nonzero for forward emission. On the other side, at fixed $g_t$ and $|U|^2$, the weight is $\delta\,dq_l/q_l^2=|dy|$. The polarization-summed bracket is symmetric under $y\leftrightarrow1-y$, so exactly half of the integrated weight lies in $\delta<q_l<2\delta$ and half above, which a quadrature in the program confirms. The value $2\delta$ is a median and not a boundary, and the agreement with the exact amplitude at $y=0.1$ shows that (4) still holds at $q_l=10\delta$. The edge is sharp only for an ideal beam and crystal. From $dx_{\mathbf g}/x_{\mathbf g}=(1-x_{\mathbf g})\,dg_l/g_l$, a spread $\Delta\theta$ of beam or crystal direction along $\mathbf g_t$, from divergence, mosaic structure or multiple scattering, smears it by $x_{\mathbf g}(1-x_{\mathbf g})g_t\Delta\theta/g_l$, and a thickness $L$ adds $\Delta g_l\sim2\pi/L$. A collimator of half-angle $\vartheta_c$ centred on the beam keeps roughly $y\ge1/(1+\gamma^2\vartheta_c^2)$ and so gives the pancake an artificial upper face. This face is blurred by a relative amount of up to about $g_t/c$, because $\vartheta$ is measured about $\mathbf P$ and not about the beam.

The incoherent term in (2) reaches $q\sim c$ and needs (3) without expansion. Summing over two orthogonal $\mathbf e$, the bracket is $4(1-x)A^2+2x^2(A^2+B^2)=2[1+(1-x)^2](A^2+B^2)-4(1-x)B^2$. At fixed $\mathbf q_t$, $dq_l=dD_1/[2px(1-x)]$, and $dD_1\langle\cdot\rangle_\varphi=d^2\kappa_1/\pi$. The factor $w(q)=(1-F/Z)^2(1-e^{-q^2u^2})$ suppresses $q\lesssim1/u$, far above $\delta$, so $q_l$ is neglected in $w/q^4$ and the $\kappa$ integral can be done first. The identity $1/D_1D_2=\int_0^1dt\,[tD_1+(1-t)D_2]^{-2}$, with $tD_1+(1-t)D_2=|\boldsymbol\kappa_2+tx\mathbf q_t|^2+x^2c^2+t(1-t)x^2q_t^2$ and $\int d^2\kappa/[\pi(\kappa^2+M)^2]=1/M$, gives for $\tau=q_t/c$

$$\int\frac{d^2\kappa}{\pi}(A^2+B^2)=\int_0^1\frac{\tau^2dt}{1+t(1-t)\tau^2}\equiv\mathcal L(\tau),\qquad\int\frac{d^2\kappa}{\pi}B^2=2-\frac{2\mathcal L}{\tau^2},$$

where in the second integral each squared denominator gives 1 and the cross term gives $-2\mathcal L/\tau^2$. Substituting $t=(1+s)/2$ and $b^2=1+4/\tau^2$ turns $\mathcal L$ into $4\int_0^1ds/(b^2-s^2)=(4/b)\,\mathrm{artanh}(1/b)$, and $1/b=\tau/\sqrt{4+\tau^2}=\tanh[\mathrm{arsinh}(\tau/2)]$, so $\mathcal L=4\tau\,\mathrm{arsinh}(\tau/2)/\sqrt{4+\tau^2}$. The constants combine as $n\alpha^3\cdot\frac12(2\pi)^{-3}\cdot\pi\,dq^2\cdot16\pi^2Z^2w/q^4=nZ^2\alpha^5w\,d\tau^2/\tau^4$, and

$$x\frac{dN_{\rm inc}}{dx\,dL}=nZ^2\alpha^5\Big\{[1+(1-x)^2]\psi_1-\tfrac23(1-x)\psi_2\Big\},$$

$$\psi_1=2\int d\tau^2\frac{w\,\mathcal L}{\tau^4},\qquad\psi_2=12\int d\tau^2\frac{w\,(1-\mathcal L/\tau^2)}{\tau^4}. \tag{5}$$

With $w$ isotropic, the integration over the directions of $\mathbf q_t$ and $\boldsymbol\kappa$ leaves no preferred transverse axis, so each polarization receives half. A solvable case checks the constants. For $w=\tau^4/(\tau^2+\beta_s^2)^2$ with $\beta_s\ll1$, put $s=\tau^2$ and $\eta=t(1-t)$. Splitting $\int_0^\infty s\,ds/[(s+\beta_s^2)^2(1+\eta s)]$ at a point between $\beta_s^2$ and $1/\eta$ gives $\ln(1/\eta\beta_s^2)-1$. With $\int\ln\eta\,dt=-2$ one finds $\psi_1=4\ln(1/\beta_s)+2$. With $1-\mathcal L/\tau^2=\int dt\,\eta s/(1+\eta s)$, $\int\eta\,dt=\frac16$ and $\int\eta\ln\eta\,dt=-\frac5{18}$, one finds $\psi_2=4\ln(1/\beta_s)+\frac43$. This is the complete-screening Bethe–Heitler form with $\psi_1-\psi_2=\frac23$. The program obtains 29.6310 and 0.6667 for $\beta_s=10^{-3}$, and tests both $\kappa$ integrals by two-dimensional quadrature.

Let $\phi_{\mathbf g}$ be the azimuth of $\mathbf g_t$ and $\chi$ that of $\mathbf e$ from a fixed transverse axis. The $\chi$-dependent part of the total rate is $\frac12\mathrm{Re}[e^{-2i\chi}\Sigma]$ with $\Sigma=\sum W_{\mathbf g}\,2(1-x)y^2e^{2i\phi_{\mathbf g}}$. Its maximum and minimum lie $90^\circ$ apart and differ by $|\Sigma|$, so the degree of linear polarization, integrated over photon angles, is

$$\mathcal P=\frac{\big|\sum_{\mathbf g}W_{\mathbf g}\,2(1-x)y^2e^{2i\phi_{\mathbf g}}\big|}{\sum_{\mathbf g}W_{\mathbf g}\{1+(1-x)^2-4(1-x)y(1-y)\}+x\,dN_{\rm inc}/dx\,dL}. \tag{6}$$

For one vector without background $W_{\mathbf g}$ cancels, and the Debye–Waller factor with it. The electric field then lies along $\mathbf g_t$, the direction in which that Fourier component shakes the electron, and at the edge $\mathcal P=2(1-x)/[1+(1-x)^2]$. This tends to 1 for soft photons, the value for forward radiation from a classical dipole, and to 0 as $x\to1$, where the unpolarized term $x^2(A^2+B^2)$ dominates (3). Thermal motion enters (6) in two other ways: $e^{-g^2u^2}$ removes long vectors faster than short ones, and $1-e^{-q^2u^2}$ feeds the unpolarized background.

The example is carbon in the diamond structure, with rough model values $a=3.6$ Å and $u=0.04$ Å, and $F$ from the spherically averaged free atom at the UHF/cc-pVTZ level, so that bonding is ignored. The program obtains $F$ both from analytic Fourier transforms and from real-space quadrature and tests their agreement. The eight atoms of the cubic cell give $S=S_{\rm fcc}(1+i^{\,h+k+l})$, where $S_{\rm fcc}=4$ if $h,k,l$ have equal parity and zero otherwise. Hence $|S|^2=32$ for all odd, 64 for all even with $h+k+l$ divisible by 4, and zero otherwise, which is tested against the explicit sum. The beam has $E_0=1\times10^9$ eV, $\gamma=1957$, and points near $[100]$, tilted 0.010 rad toward $[011]$ and 0.057 rad toward $[0\bar11]$. For numbers, $c$ becomes $mc/\hbar=258.96$ Å$^{-1}$, $p$ becomes $E_0/\hbar c=5.0677\times10^5$ Å$^{-1}$ (so $\hbar c=1973.3$ eV Å), $\alpha^5|U|^2$ becomes $\alpha(|U|/\hbar c)^2/(mc/\hbar)^2$, and $Z^2\alpha^5$ becomes $Z^2\alpha^3/(mc/\hbar)^2$, with $\alpha=1/137.04$. Four figures are carried to show the arithmetic; the rough inputs support about two. The basis set alone affects the last figures: with aug-cc-pVQZ the form factor of $(022)$ below rises by $8\times10^{-4}$, $|U|$ falls by 0.001 eV and the edge polarization by $10^{-4}$.

The vector $(022)$ has $g=2\pi\sqrt8/3.6=4.9365$ Å$^{-1}$, $g_l=0.010\,g=0.04937$ Å$^{-1}$ and $g_t=4.9363$ Å$^{-1}$. Its edge is at

$$x_{\mathbf g}=\frac{2(5.0677\times10^5)(0.04937)}{258.96^2+2(5.0677\times10^5)(0.04937)}=\frac{5.004\times10^4}{1.1710\times10^5}=0.4273,$$

a photon energy of $4.27\times10^8$ eV. Keeping $g^2/2p=2.4\times10^{-5}$ Å$^{-1}$ moves the edge to 0.42718, equal to the value found by bisection on the exact kinematics. For a photon treated as in vacuum, the kinematic lower limit for the same vector is about $\hbar cg_l/2=48.7$ eV; the dielectric response of the crystal, left out here, matters at such low energies. The program tests that the exact lower limit lies between $0.49$ and $0.51$ of $\hbar cg_l$. With $F=1.9775$ and $e^{-g^2u^2}=0.9618$,

$$|U|=\frac{4\pi(1973.3/137.04)}{3.6^3}\,\frac{(6-1.9775)(8)\sqrt{0.9618}}{4.9365^2}\ \text{eV}=5.02\ \text{eV},$$

or $|U|/\hbar c=2.545\times10^{-3}$ Å$^{-1}$. At the edge $W=(2.545\times10^{-3})^2(4.9363)^2/(137.04\times258.96^2\times0.04937)=3.48\times10^{-10}$ Å$^{-1}$, and $1+0.5727^2=1.3280$, so the step is $4.62\times10^{-10}$ Å$^{-1}$, or 0.0046 mm$^{-1}$. The exact amplitude at its own edge gives 0.99991 of this, and a single-vector polarization of 0.8626 against $2(0.5727)/1.3280=0.8625$.

For the background, $\psi_1=13.91$ and $\psi_2=13.24$. Restoring $q_l$ in $w/q^4$ with the dipole kernel changes $\psi_1$ by $-0.022$, or 0.16% of $\psi_1$. With $nZ^2\alpha^3/(mc/\hbar)^2=(8/3.6^3)(36)/(137.04^3\times258.96^2)=3.577\times10^{-11}$ Å$^{-1}$, the rate is $3.577\times10^{-11}[1.3280(13.909)-\frac23(0.5727)(13.243)]=4.80\times10^{-10}$ Å$^{-1}$. Dropping the factor $1-e^{-q^2u^2}$ gives the amorphous values $\psi_1=18.4$, $\psi_2=17.8$ and the rate $6.3\times10^{-10}$ Å$^{-1}$ quoted at the start; there restoring $q_l$ lowers $\psi_1$ by about 0.09 and the rate by about 0.6%, which leaves $6.3\times10^{-10}$ Å$^{-1}$.

The sum over 48053 enumerated vectors gives a coherent rate of $5.56\times10^{-10}$ Å$^{-1}$ just below the edge, of which $(022)$ supplies 0.83, and $0.94\times10^{-10}$ Å$^{-1}$ just above. The total below is $1.036\times10^{-9}$ Å$^{-1}$, or 0.0104 mm$^{-1}$. The $(022)$ term alone would give $\mathcal P=4.62(0.8625)/10.36=0.385$. The full value is 0.395, along an axis within 0.003 rad of the projected $[011]$. The difference matches the polarized rate left above the edge, $0.018\times(0.94+4.80)\times10^{-10}\approx0.10\times10^{-10}$ Å$^{-1}$. At $x=0.35$, where $y=0.03563/0.04937=0.722$, the $(022)$ numerator is $3.48(0.722)\times2(0.65)(0.722)^2=1.70$ over a total of $3.05+5.03$, in units of $10^{-10}$ Å$^{-1}$, which gives 0.211 against the computed 0.212. At $x=0.20$ the same estimate gives 0.029 while the full sum gives 0.025, so other vectors subtract. Vectors with $h\ne0$ can enter the pancake: $(\bar1\,\bar9\,15)$ has $g_l=(2\pi/3.6)[-0.99832+(0.010\times6+0.057\times24)/\sqrt2]=0.020$ Å$^{-1}$, above $\delta=0.0165$ Å$^{-1}$ at $x=0.20$ but below $\delta$ at $x=0.35$, and its $\mathbf g_t$ lies about 14° from the projected $[0\bar11]$, so it enters $\Sigma$ with opposite sign. Splitting the component of $\Sigma$ along the projected $[011]$ at $x=0.20$, in units of $10^{-10}$ Å$^{-1}$, $(022)$ gives $+0.21$, the other vectors with $h=0$ give $+0.03$ and those with $h\ne0$ give $-0.06$, so vectors of this kind account for the deficit; the printed program does not list this split. All these sums apply the dipole formula (4) even to long vectors. Using (3) with the $g^2/2p$ shift leaves the values at the edge and the polarization at $x=0.35$ unchanged to the digits quoted, but at $x=0.20$ it raises the coherent rate by 1% and lowers $\mathcal P$ from 0.025 to 0.024.

The larger $u$ in the next table are model values. In a Debye model with a Debye temperature of 1860 to 2230 K, $u=0.04$ Å is about room temperature, $u=0.08$ Å needs roughly 1800 to 2600 K, and $u=0.12$ Å roughly 4100 to 5900 K, which real diamond does not reach at ordinary pressure. Raising $u$ at fixed geometry, just below the edge, with rates in $10^{-10}$ Å$^{-1}$:

| $u$ (Å) | $e^{-g^2u^2}$ | coherent | incoherent | $\mathcal P$, coherent only | $\mathcal P$ |
|---|---|---|---|---|---|
| 0.04 | 0.962 | 5.56 | 4.80 | 0.735 | 0.395 |
| 0.08 | 0.856 | 4.58 | 5.45 | 0.787 | 0.359 |
| 0.12 | 0.704 | 3.64 | 5.74 | 0.808 | 0.313 |

The two polarizations move in opposite directions. The $(022)$ rate scales with its own factor, to $4.62(0.856/0.962)=4.11$ and $4.62(0.704/0.962)=3.38$, so the other vectors fall from 0.94 to 0.46 and 0.25, faster than $(022)$. They are on average long: the rate-weighted $\langle g^2\rangle/(mc/\hbar)^2$ is $1.03\times10^{-3}$ against $3.6\times10^{-4}$ for $(022)$, which puts their mean at $(1.03-0.831\times0.363)/0.169=4.3$ in units of $10^{-3}$, about twelve times the $(022)$ value. As these weakly polarized terms fade, the coherent-only polarization rises. It cannot exceed the single-vector edge value 0.8625. With $r=2(1-x)/[1+(1-x)^2]$, (4) gives one vector the polarization $ry^2/[1-2ry(1-y)]$, which increases with $y$ and reaches $r$ at $y=1$, and a sum of vectors cannot be more polarized than its most polarized member. The rise is a result for the tabulated $u$ only: at much larger $u$ the vectors shorter than $(022)$, such as $(111)$, lose least to the Debye–Waller factor and take over, and they have small $y$. This is a formal limit of the formula: the coherent-only polarization peaks near 0.83 at $u\approx0.3$ Å, and the $(111)$ family reaches about half the coherent rate only near $u\approx0.65$ Å, over 40% of the bond length, where no harmonic crystal exists. The total polarization falls because the coherent rate shrinks and the background grows toward the amorphous value. The program asserts the fall of $\mathcal P$ and the rise of the background.

The first-order treatment of $U$ has its own limits, for which only single-harmonic estimates are given. The pair $\pm\mathbf g$ exerts a transverse force of amplitude $2|U|g_t$ at frequency $cg_l$, so the transverse momentum swings by $2|U|g_t/cg_l$. This must be small against $c$, or the path bends by more than $1/\gamma$ and higher orders in $U$ radiate; the ratio here is $2.0\times10^{-3}$. The electron must also pass freely over the planar well of depth $4|U|$, which requires its transverse energy $E_0\theta^2/2$ to be much larger, that is a tilt well above the Lindhard angle $\sqrt{8|U|/E_0}=2.0\times10^{-4}$ rad; the tilt is fifty times that. As the tilt shrinks, the step in (4) grows somewhat faster than $1/g_l$, since $1+(1-x_{\mathbf g})^2$ grows too, and both conditions eventually fail, channeling taking over. Close collisions in the background require $Z\alpha\ll1$. Radiation in which atomic electrons recoil or are excited lies outside a static potential. It adds to the background and is not reduced by the factor $1-e^{-q^2u^2}$. As a rough allowance, adding $1/Z$ of the amorphous rate, $1.06\times10^{-10}$ Å$^{-1}$, lowers the edge polarization from 0.395 to $0.395(10.36)/11.42$, about 0.36. This only indicates the size of the effect, because the inelastic rate has its own, weaker screening and is not calculated here; the allowance is therefore somewhat low, and the polarization may be nearer 0.35.

## Table of computed values

```
inputs: E0 = 1.0e+09 eV, a = 3.6 A, u = 0.04 A, Z = 6
tilts: 0.01 rad toward [011], 0.057 rad toward [0-11]
gamma = 1957.0, mc/hbar = 258.96 1/A, E0/(hbar c) = 5.0677e+05 1/A
UHF/cc-pVTZ carbon energy = -1025.64 eV
|g022| = 4.9365 1/A, g_l = 0.04937 1/A, g_t = 4.9363 1/A
F(022) = 1.9775, |S|^2 = 64, exp(-g^2u^2) = 0.9618
|U_022| with Debye-Waller = 5.023 eV
g^2/(2p) = 2.404e-05 1/A, g^2/(mc)^2 = 3.634e-04, g^2/(2p g_l) = 4.871e-04
edge x: dipole 0.42730, with g^2 term 0.42718, exact 0.42718
edge photon energy = 4.2730e+08 eV, exact lowest photon energy ~ 48.7 eV
step height = 4.6211e-10 1/A = 0.0046 1/mm
exact/dipole step = 0.99991
single-vector edge P: formula 0.8625, exact 0.8626
psi1, psi2 incoherent = 13.909, 13.243; q_l correction to psi1 = -0.022
psi1, psi2 amorphous (q_l neglected) = 18.448, 17.782
amorphous rate at edge = 6.3347e-10 1/A
vectors enumerated = 48053, weighted <g^2>/(mc)^2 at edge = 1.03e-03
x=0.20: delta 0.01654 1/A, coh 1.694e-10 1/A, inc 5.633e-10 1/A, P 0.025
x=0.35: delta 0.03563 1/A, coh 3.049e-10 1/A, inc 5.025e-10 1/A, P 0.212
x=edge-: delta 0.04937 1/A, coh 5.558e-10 1/A, inc 4.799e-10 1/A, P 0.395
x=edge+: delta 0.04937 1/A, coh 9.365e-11 1/A, inc 4.799e-10 1/A, P 0.018
total below edge = 1.0356e-09 1/A = 0.0104 1/mm
022 share of coherent rate below edge = 0.831
polarization axis from projected [011] = -0.0024 rad
u=0.04 A: DW 0.962, coh 5.558e-10 1/A, inc 4.799e-10 1/A, P_coh 0.735, P 0.395
u=0.08 A: DW 0.856, coh 4.575e-10 1/A, inc 5.447e-10 1/A, P_coh 0.787, P 0.359
u=0.12 A: DW 0.704, coh 3.637e-10 1/A, inc 5.744e-10 1/A, P_coh 0.808, P 0.313
rough P with background times (Z+1)/Z = 0.37
2|U|g_t/(g_l mc^2) = 1.97e-03, sqrt(8|U|/E0) = 2.00e-04 rad
exact/dipole - 1 at x=0.3, y=0.9, g_t=1|g022|: 2.46e-03
exact/dipole - 1 at x=0.3, y=0.9, g_t=0.1|g022|: 2.59e-05
exact/dipole - 1 at x=0.3, y=0.1, g_t=1|g022|: 1.72e-04
exact/dipole - 1 at x=0.6, y=0.5, g_t=1|g022|: 2.92e-04
exact/dipole - 1 at x=0.8, y=0.95, g_t=1|g022|: -1.43e-04
error ratio on halving g_t = 4.00
small-angle |M|^2 error at g_t = 0.8 mc: 5.3e-07
rate(g_t=0)/dipole rate(g_t=g_l/gamma) at x=0.3, y=0.5 = 2.65
weight fraction in delta<q_l<2delta = 0.500000
model screening beta=1e-3: psi1 = 29.6310, psi1-psi2 = 0.6667
```
